# Energy balance and truncation error in a TE Fourier modal solver

A scatterometer infers the width of a grating line by fitting computed diffraction efficiencies to measured ones. Suppose the computation keeps too few Fourier orders, and its author accepts it because reflected and transmitted power add up to one. For the grating treated below, five orders give a sum of one to rounding error, while the zero-order transmittance is 0.436 instead of 0.278. The error in the zero-order reflectance is as large as the change caused by widening the line by about 10 nm. The power sum cannot reveal this, because the truncated equations have a conservation law of their own.

## The truncated equations

A layer \(0<z<d\) with real permittivity \(\varepsilon(x)\), periodic in \(x\), separates lossless half-spaces of refractive index \(n_1\) (above) and \(n_2\) (below). The positive \(z\) direction points into the lower one. All media are nonmagnetic. A plane wave of vacuum wavelength \(\lambda\) arrives from above at angle \(\theta\), with its electric field \(E\) along the lines (TE polarization). The time factor is \(e^{-i\omega t}\).

Lengths are multiplied by \(k_0=2\pi/\lambda\) and wave numbers divided by it. For a physical period \(\Lambda\) the dimensionless period is \(L=2\pi\Lambda/\lambda\). Since \(E\) points along \(y\) and does not depend on \(y\), its divergence vanishes, and Maxwell's equations reduce to

\[
\partial_x^2E+\partial_z^2E+\varepsilon(x)E=0 .
\]

The incident wave fixes the phase advance over one period, so

\[
E=\sum_m S_m(z)e^{ik_mx},\qquad k_m=n_1\sin\theta+m\frac{\lambda}{\Lambda}.
\]

With \(\varepsilon(x)=\sum_m\varepsilon_m e^{2\pi imx/L}\), the product \(\varepsilon E\) has the coefficient \(\sum_l\varepsilon_{m-l}S_l\) in order \(m\). Keeping \(m=-N,\ldots,N\) gives

\[
S''=AS,\qquad A=K^2-[[\varepsilon]],\qquad [[\varepsilon]]_{ml}=\varepsilon_{m-l},
\]

where \(K\) is the diagonal matrix of the \(k_m\), and a prime means \(d/dz\).

For a centred line of permittivity \(\varepsilon_r\), filling a fraction \(f\) of the period in a background \(\varepsilon_g\), the coefficients with \(m\ne0\) come from the contrast alone:

\[
\varepsilon_m=\frac{\varepsilon_r-\varepsilon_g}{L}\int_{-fL/2}^{fL/2}e^{-2\pi imx/L}dx
=(\varepsilon_r-\varepsilon_g)\frac{\sin(\pi mf)}{\pi m}.
\]

The mean is \(\varepsilon_0=\varepsilon_g+f(\varepsilon_r-\varepsilon_g)\). For any real profile \(\varepsilon_{-m}=\varepsilon_m^*\), hence \([[\varepsilon]]\) and \(A\) are Hermitian at every \(N\).

## The solver

Diagonalize \(AW=W\,\mathrm{diag}(\alpha_j)\), and let \(\gamma\) be the diagonal matrix of \(\gamma_j=\sqrt{-\alpha_j}\), with nonnegative imaginary part. Each mode obeys \(u''=-\gamma_j^2u\). The downward solution is referred to the top face and the upward one to the bottom face:

\[
S=W\left[e^{i\gamma z}a+e^{i\gamma(d-z)}b\right],\quad
S'=W\gamma\, i\left[e^{i\gamma z}a-e^{i\gamma(d-z)}b\right].
\]

No exponential here exceeds one in modulus, so strongly evanescent modes cause no overflow.

Let \(K_1,K_2\) be diagonal matrices of the normal wave numbers \(\sqrt{n_{1,2}^2-k_m^2}\), with the same choice of root. Let \(\delta\) be the vector with a one in order zero. Outside the layer,

\[
S=e^{iK_1z}\delta+e^{-iK_1z}r\ (z<0),\qquad S=e^{iK_2(z-d)}t\ (z>d).
\]

The tangential fields \(E\) and \(H_x\propto\partial_zE\) are continuous. With \(X=e^{i\gamma d}\), the top face requires

\[
\delta+r=W(a+Xb),\qquad K_1(\delta-r)=W\gamma(a-Xb).
\]

Multiplying the first equation by \(K_1\) and adding the second removes \(r\). At the bottom,

\[
t=W(Xa+b),\qquad K_2t=W\gamma(Xa-b),
\]

and multiplying the first by \(K_2\) and subtracting the second removes \(t\). The result is

\[
\begin{aligned}
(K_1W+W\gamma)a+(K_1W-W\gamma)Xb&=2K_1\delta,\\
(K_2W-W\gamma)Xa+(K_2W+W\gamma)b&=0 .
\end{aligned}
\]

The algorithm has four steps:

1. Form \(k_m\), \(\varepsilon_m\) and \(A\).
2. Diagonalize \(A\) and form \(\gamma\) and \(X\).
3. Solve the \(2(2N+1)\) linear equations for \(a\) and \(b\).
4. Obtain \(r=W(a+Xb)-\delta\) and \(t=W(Xa+b)\).

The linear system must be nonsingular. It fails if some \(\gamma_j=0\): the two exponentials of that mode then coincide, and so do their columns in the system. The solutions \(1\) and \(z\) must replace them.

The case \(N=0\) can be done by hand. Then \(W=1\), and the layer is a uniform film of permittivity \(\varepsilon_0\). Write \(q_1,q_2\) for the zero-order normal wave numbers and set

\[
\rho_1=\frac{q_1-\gamma}{q_1+\gamma},\qquad \rho_2=\frac{\gamma-q_2}{\gamma+q_2}.
\]

The second equation gives \(b=\rho_2Xa\). The first then gives \(a=2q_1/[(q_1+\gamma)(1+\rho_1\rho_2X^2)]\), and

\[
r_0=a(1+\rho_2X^2)-1=\frac{\rho_1+\rho_2X^2}{1+\rho_1\rho_2X^2},
\]

which is the Airy formula for a film.

## Why the power sum is one at finite N

The time-averaged power flow along \(z\) is proportional to \(\mathrm{Im}(E^*\partial_zE)\). Averaging over a period removes products of different orders, because their wave numbers differ by a nonzero multiple of \(2\pi/L\). The flux is therefore proportional to

\[
P(z)=\mathrm{Im}(S^\dagger S').
\]

Comparing the flux of each outgoing order with the incident flux \(q_1\) gives the efficiencies

\[
R_m=\frac{\mathrm{Re}(K_{1,m})}{q_1}|r_m|^2,\qquad
T_m=\frac{\mathrm{Re}(K_{2,m})}{q_1}|t_m|^2 .
\]

Inside the layer,

\[
P'=\mathrm{Im}(S'^\dagger S'+S^\dagger S'')=\mathrm{Im}(S'^\dagger S'+S^\dagger AS)=0 .
\]

The first term is a squared norm, and the second is real because \(A\) is Hermitian. At the top face,

\[
\begin{aligned}
P(0)&=\mathrm{Im}\left[(\delta+r)^\dagger iK_1(\delta-r)\right]
=\mathrm{Re}\left[(\delta+r)^\dagger K_1(\delta-r)\right]\\
&=\mathrm{Re}\left[q_1-r^\dagger K_1r+q_1(r_0^*-r_0)\right]
=q_1\Big(1-\sum_mR_m\Big).
\end{aligned}
\]

The interference term \(r_0^*-r_0\) is imaginary and drops out since \(q_1\) is real: the incident medium is lossless and the incident order propagates. Evanescent orders have imaginary \(K_{1,m}\) and contribute nothing to the real part. At the bottom face,

\[
P(d)=\mathrm{Im}(t^\dagger iK_2t)=\mathrm{Re}(t^\dagger K_2t)=q_1\sum_mT_m .
\]

Since \(P(0)=P(d)\),

\[
\boxed{\sum_{m=-N}^{N}(R_m+T_m)=1\quad\text{for every }N.}
\]

The proof uses neither the completeness of the Fourier series nor the correct values of \(\varepsilon_m\). It needs a Hermitian matrix and consistent matching in the retained space. It holds even when \(N\) is too small to include every propagating order: the retained orders then carry all the power between them, although some of them may carry less than they should.

Absorption shows the same separation between balance and accuracy. If \(\mathrm{Im}\,\varepsilon>0\), the matrix becomes \([[\mathrm{Re}\,\varepsilon]]+i[[\mathrm{Im}\,\varepsilon]]\), with both parts Hermitian. Then \(P'=-S^\dagger[[\mathrm{Im}\,\varepsilon]]S\), and integration gives

\[
1-\sum_m(R_m+T_m)=\frac1{q_1}\int_0^dS^\dagger[[\mathrm{Im}\,\varepsilon]]S\,dz .
\]

The deficit equals the absorption computed from the truncated field, which may itself be inaccurate.

## How the omitted orders enter

An estimate of the truncation error follows from eliminating a high order \(m\), with \(|m|>N\). Its equation is \(S_m''=k_m^2S_m-\sum_l\varepsilon_{m-l}S_l\). Neglect coupling among different omitted orders, neglect \(\varepsilon_0\) beside \(k_m^2\) in the term with \(l=m\), and take the retained field to vary slowly over a depth \(1/|k_m|\). Away from the faces the two terms on the right then nearly cancel:

\[
S_m\simeq\frac1{k_m^2}\sum_{|l|\le N}\varepsilon_{m-l}S_l .
\]

This requires \(k_m^2\gg\varepsilon_0\), so it is rough for the first orders omitted at small \(N\). Inserting it in the equation of a retained order \(n\) adds to \([[\varepsilon]]\) the correction

\[
\Delta_{nl}=\sum_{|m|>N}\frac{\varepsilon_{n-m}\,\varepsilon_{m-l}}{k_m^2}.
\]

This matrix is Hermitian, since \(\varepsilon_{n-m}^*=\varepsilon_{m-n}\). At this level of approximation, truncation changes the permittivity seen by the retained orders and leaves power conservation intact.

For a profile with jumps, \(\varepsilon_m\) has an envelope proportional to \(1/|m|\), while \(k_m^2\) grows as \(m^2\). For low \(n\) and \(l\) the terms therefore fall as \(m^{-4}\), and their sum over the omitted orders falls as \(N^{-3}\). Away from sharp resonances, where efficiencies respond linearly to a small change of permittivity, an error of order \(N^{-3}\) is expected. This is an asymptotic estimate, not a bound.

If it applies, two runs give an error estimate for a quantity \(F\). Writing \(F_N=F+c/N^3\) gives \(F_N-F_{2N}=\tfrac78c/N^3\), so

\[
F_{2N}-F\simeq\frac{F_N-F_{2N}}{7}.
\]

## A grating with seven outgoing orders

Take aluminium nitride lines on fused silica in air, with \(\lambda=633\) nm, \(\theta=10^\circ\), period 900 nm, line width 360 nm and depth 450 nm. The indices 2.1 for the lines and 1.46 for silica are rough typical values. The ordinary index of bulk aluminium nitride is nearer 2.15 at this wavelength. That value would raise \(R_0\) from 0.019 to 0.024 and change one efficiency by 0.047, so the numbers below describe the model grating, not a particular film. Then \(f=0.4\), the contrast is \(2.1^2-1=3.41\), and

\[
\varepsilon_0=1+0.4(3.41)=2.364,\qquad
\varepsilon_1=3.41\,\frac{\sin(0.4\pi)}{\pi}=1.032 .
\]

The lateral wave numbers of orders \(-2\) to \(+2\) are \(-1.233\), \(-0.530\), \(0.174\), \(0.877\) and \(1.580\). A magnitude below 1 propagates in air, and one below 1.46 propagates in silica. There are three reflected orders, \(-1\) to \(+1\), and four transmitted ones, \(-2\) to \(+1\).

For \(N=0\), \(q_1=0.985\), \(\gamma=\sqrt{2.364-0.030}=1.528\) and \(q_2=1.450\). Hence \(\rho_1=-0.216\) and \(\rho_2=0.026\). The dimensionless depth is \(2\pi(450/633)=4.467\), so \(X^2=e^{2i(1.528)(4.467)}\), and the Airy formula gives \(R_0=0.042\). The rest of the power, 0.958, is assigned to \(T_0\). The balance is perfect, and five of the seven outgoing orders are missing.

In the table, the error is the largest absolute difference from the \(N=60\) result among the reflected and transmitted efficiencies of orders \(-2\) to \(+2\), as a fraction of incident power. An order absent from a truncation counts as zero.

| \(N\) | \(R_0\) | \(T_0\) | Error |
|---:|---:|---:|---:|
| 1 | 0.0595 | 0.3780 | 0.247 |
| 2 | 0.0304 | 0.4359 | 0.170 |
| 4 | 0.0175 | 0.2909 | 0.0128 |
| 6 | 0.0182 | 0.2831 | 0.0050 |
| 12 | 0.0187 | 0.2788 | 0.0007 |
| 60 | 0.0187 | 0.2781 | reference |

For every \(N\) from 0 to 30 the computed power sum differs from one only by rounding error, of order \(10^{-15}\) or less. At \(N=1\) the transmitted order \(-2\), which should carry 0.112 of the incident power, is absent altogether. At \(N=2\) every propagating order is present, yet one efficiency is wrong by 0.170. Including all propagating orders is thus not a sufficient truncation rule either: orders that are evanescent outside the layer still couple to the propagating ones within it.

From \(N=6\) to 12 the error falls by a factor of about 7.4, close to the factor 8 of the cubic estimate. Applied to \(T_0\), the two-run formula gives an error at \(N=12\) of \((0.2831-0.2788)/7=0.0006\), against 0.0007 from the reference. From \(N=2\) and 4 it gives 0.021, while the error is 0.013, so those truncations are not yet in the asymptotic range. From \(N=4\) and 8 the formula gives only 56% of the error. The coefficient \(c\) is not strictly constant either: \(N^3\) times the error in \(T_0\) varies between 1.0 and 1.45 for \(N=5\) to 16, and for \(N=5\) to 20 the two-run estimate lies between 0.75 and 1.16 times the actual error. The reference itself is finite: between \(N=40\) and 60 no listed efficiency changes by more than \(1.5\times10^{-5}\).

A wrong material model can balance equally well. With \(N=2\), replace \([[\varepsilon]]\) by \(2.4I+0.25(G+G^\dagger)\), where \(G\) is a \(5\times5\) matrix of random complex numbers whose real and imaginary parts have unit variance. For one such draw the sum is one to rounding error, and the largest efficiency error is 0.55.

Nor does a correct absorption balance establish convergence. Give the lines an index \(2.1+0.001i\). At \(N=2\) both the deficit and the absorption integral are 0.0050, but at \(N=40\) the absorbed fraction is 0.0073. The five-order result is about 32% too low, although its energy account closes.

## From efficiency error to line width

Changing the width by \(\pm1\) nm at \(N=40\), with all else fixed, gives \(dR_0/dw=6.37\times10^{-4}\) per nm. The width change equivalent to a truncation error is, to first order,

\[
\Delta w=\frac{R_0(N)-R_0(60)}{dR_0/dw}.
\]

At \(N=2\) this is \((0.03043-0.01874)/(6.37\times10^{-4})=18\) nm. So large a value lies far outside the interval used for the slope, and the linear estimate is poor there: in a converged calculation, widening the line by about 10 nm already produces this reflectance. Fitted to the converged \(R_0\) alone, the five-order model finds no matching width between 300 and 420 nm. The converged \(R_0\) is also not monotonic in the width: 339 nm gives the same value as 360 nm, with a minimum between them, so a fit to \(R_0\) alone must be confined to the branch near 360 nm. On that branch, for smaller errors, the linear estimate is useful. It is \(-0.78\) nm at \(N=6\) and \(-0.11\) nm at \(N=12\). If the truncated model has nearly the same slope, fitting it to error-free data shifts the inferred width by about \(-\Delta w\). A truncation can be judged by how much the fitted width changes when \(N\) is doubled, compared with the required width tolerance. Where the cubic estimate applies, the remaining error is about one seventh of that change. The change from \(N\) to \(N+1\) is a poor guide at large \(N\): for an error \(c/N^3\) it is about \(3c/N^4\), only a fraction \(3/N\) of the error itself. Even that is only an average, because \(\varepsilon_m\) oscillates with \(m\). For \(f=0.4\) it vanishes at multiples of 5, and from \(N=14\) to 15 \(T_0\) changes by only 2% of its error and \(R_0\) by 8%, against \(3/N=21\%\).

A real grating departs from this model in ways that can exceed the truncation error. The following are the largest changes of any efficiency of orders \(-2\) to \(+2\), with other settings fixed. Raising the line index by 0.04, a rough allowance for film variation or anisotropy, changes one by 0.035. Increasing the angle by \(1^\circ\) gives 0.012, increasing the wavelength by 1 nm gives 0.004, and an extinction coefficient of 0.001 gives 0.005. Sidewalls inclined by \(2^\circ\), wider at the base and with the mean width held fixed, give 0.008; this was found by solving the wave equation by finite differences for both shapes on the same grid.

The half-infinite substrate is a further idealization. At a flat silica–air back face parallel to the grating, order \(-2\) is totally reflected because \(|k_{-2}|=1.233>1\). Weighting each transmitted order by its Fresnel reflectance gives 0.21 of the incident power sent back towards the grating on the first pass. How much reaches a detector depends on the substrate thickness, the beam size and the coherence, which this model does not contain.
